# Inferring ferroelectric permittivity from a gate stack's equivalent oxide thickness: test program

```python
# Result under test: a ferroelectric (thickness t_f) on an oxide (thickness t_i,
# relative permittivity K_OX) with equivalent oxide thickness eot has the
# effective relative permittivity eps_f = K_OX*t_f/(eot - t_i).
# D: electric displacement, uC/cm2. Lengths: nm. Fields: V/nm. Voltages: V.
# EPS0 is the vacuum permittivity in (uC/cm2)/(V/nm), so EPS0*K/t is in uF/cm2.
# Silicon and metal act as ideal electrodes except in the separate size estimates.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ai_zeros

EPS0 = sc.epsilon_0 * 1e11
K_OX = 3.9
t_f, t_i, eot = 2.0, 0.8, 0.65
D_SPONT = 15.0       # rough spontaneous displacement of the ferroelectric
D_WORK = 2.0         # working displacement
EPS_ORD = 30.0       # rough ordinary permittivity, also used in plane


def infer_eps(eot_value, ferro, oxide):
    return K_OX * ferro / (eot_value - oxide)


eps_f = infer_eps(eot, t_f, t_i)
quartic = 1 / (EPS0 * abs(eps_f) * D_SPONT**2)


def equilibrium_d(voltage, eps, ferro, oxide, k_oxide=K_OX, lower=-30.0):
    """Displacement that minimizes the energy at fixed voltage."""
    def energy(d):
        film = ferro * (d**2 / (2 * EPS0 * eps) + quartic * d**4 / 4)
        return film + oxide * d**2 / (2 * EPS0 * k_oxide) - voltage * d
    return minimize_scalar(energy, bounds=(lower, 30.0), method="bounded",
                           options={"xatol": 1e-10, "maxiter": 1000}).x


def simulated_eot(voltage, eps, ferro, oxide, k_oxide=K_OX):
    dv = 0.01
    upper = equilibrium_d(voltage + dv, eps, ferro, oxide, k_oxide)
    lower = equilibrium_d(voltage - dv, eps, ferro, oxide, k_oxide)
    return EPS0 * K_OX * 2 * dv / (upper - lower)


# Inference from simulated capacitance, including cases unlike the example.
for eps, ferro, oxide, voltage in [(eps_f, t_f, t_i, 0.0),
                                   (eps_f, t_f, t_i, 0.38),
                                   (-80.0, 3.0, 1.0, 0.25),
                                   (30.0, 3.0, 1.0, 0.40)]:
    d_mid = equilibrium_d(voltage, eps, ferro, oxide)
    local_eps = 1 / (EPS0 * (1 / (EPS0 * eps) + 3 * quartic * d_mid**2))
    inferred = infer_eps(simulated_eot(voltage, eps, ferro, oxide), ferro, oxide)
    assert abs(inferred / local_eps - 1) < 2e-3
assert abs(simulated_eot(0.0, eps_f, t_f, t_i) - eot) < 1e-4

# Capacitances and the atomic-unit expression K/(4 pi t).
c_total = EPS0 * K_OX / eot
c_oxide = EPS0 * K_OX / t_i
c_ferro = EPS0 * eps_f / t_f
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
c_atomic = K_OX / (4 * np.pi * eot * 1e-9 / bohr)
c_converted = c_atomic * sc.e**2 / (hartree * bohr**2) * 100
assert abs(c_converted / c_total - 1) < 1e-6

# Voltage division at the working displacement, with the nonlinear film.
field_ox = D_WORK / (EPS0 * K_OX)
field_f = D_WORK / (EPS0 * eps_f) + quartic * D_WORK**3
v_ox, v_f = field_ox * t_i, field_f * t_f
v_total = v_ox + v_f
assert abs(equilibrium_d(v_total, eps_f, t_f, t_i) - D_WORK) < 1e-5
eps_work = infer_eps(simulated_eot(v_total, eps_f, t_f, t_i), t_f, t_i)
small_v = 0.01
small_d = equilibrium_d(small_v, eps_f, t_f, t_i)
gain = small_d * t_i / (EPS0 * K_OX) / small_v
assert abs(gain - t_i / eot) < 1e-3

# Uniform stability limit, found against the minimum of the energy.
t_critical = abs(eps_f) * t_i / K_OX
assert abs(equilibrium_d(0, eps_f, 0.98 * t_critical, t_i, lower=0)) < 0.01
assert equilibrium_d(0, eps_f, 1.02 * t_critical, t_i, lower=0) > 1.0
assert abs(equilibrium_d(0, eps_f, t_f, 0.0, lower=0) - D_SPONT) < 1e-3

# Sensitivity and ordinary stacks with the same equivalent thickness.
slope = eps_f**2 / (K_OX * t_f)
step = 1e-4
slope_numeric = (infer_eps(eot, t_f, t_i + step)
                 - infer_eps(eot, t_f, t_i - step)) / (2 * step)
assert abs(slope_numeric / slope - 1) < 1e-5
ordinary_addition = K_OX * t_f / EPS_ORD
thin_oxide = eot - ordinary_addition
high_k_oxide = K_OX * t_i / thin_oxide
assert abs(simulated_eot(0, EPS_ORD, t_f, thin_oxide) - eot) < 1e-4
assert abs(simulated_eot(0, EPS_ORD, t_f, t_i, high_k_oxide) - eot) < 1e-4


# Domain stability: k is lateral wavevector, xi is polarization gradient length.
def domain_margin(k, xi):
    size = abs(eps_f) / (1 - (xi * k)**2)
    limit = np.arctan(np.sqrt(EPS_ORD * size) * np.tanh(k * t_i) / K_OX)
    return limit - k * t_f * np.sqrt(EPS_ORD / size)


k_domain = brentq(lambda k: domain_margin(k, 0.0), 0.05, 3.0)


def worst_margin(xi):
    return np.min(domain_margin(np.linspace(0.01, 0.999, 2000) / xi, xi))


xi_needed = brentq(worst_margin, 0.2, 1.5)


def lowest_stiffness(k, xi):
    """Lowest eigenvalue of the discretized energy in the polarization."""
    h = 0.02
    n_ox, n_f = round(t_i / h), round(t_f / h)
    n = n_ox + n_f
    gradient = (np.eye(n, n + 1, 1) - np.eye(n, n + 1)) / h
    vertical = np.r_[np.full(n_ox, K_OX), np.ones(n_f)]
    lateral = np.r_[np.full(n_ox, K_OX), np.full(n_f, EPS_ORD)]
    nodes = np.zeros(n + 1)
    nodes[:-1] += lateral * h / 2
    nodes[1:] += lateral * h / 2
    poisson = h * gradient.T @ (vertical[:, None] * gradient)
    poisson += k**2 * np.diag(nodes)
    poisson = poisson[1:-1, 1:-1]
    film_gradient = gradient[n_ox:, 1:-1]
    depolarization = h * film_gradient @ np.linalg.solve(poisson, film_gradient.T)
    eps_k = eps_f / (1 - (xi * k)**2)
    matrix = depolarization + np.eye(n_f) / (eps_k - 1)
    return eigvalsh((matrix + matrix.T) / 2, subset_by_index=[0, 0])[0]


assert lowest_stiffness(0.97 * k_domain, 0.0) > 0
assert lowest_stiffness(1.03 * k_domain, 0.0) < 0
for factor, stable in [(0.97, False), (1.03, True)]:
    xi = factor * xi_needed
    values = [lowest_stiffness(x / xi, xi) for x in np.linspace(0.05, 0.98, 40)]
    assert (min(values) > 0) == stable

# Silicon charge centroid: one subband, full interface field, rough normal mass.
EPS_SI, MASS_SI = 11.7, 0.916
kinetic = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
force = D_WORK / (EPS0 * EPS_SI)
length = (kinetic / (MASS_SI * force))**(1 / 3)
energy_0 = -ai_zeros(1)[0][0] * force * length
centroid = 2 * energy_0 / (3 * force)
dz = 0.01
z = np.arange(1, 1200) * dz
hop = kinetic / (MASS_SI * dz**2)
level, wave = eigh_tridiagonal(2 * hop + force * z, -hop * np.ones(len(z) - 1),
                               select="i", select_range=(0, 0))
assert abs(level[0] / energy_0 - 1) < 1e-3
assert abs(np.sum(z * wave[:, 0]**2) / centroid - 1) < 1e-3
centroid_eot = K_OX * centroid / EPS_SI

# Tunnelling through flat barriers; heights are measured from the electron level.
# Each layer is (thickness in nm, barrier in eV, effective mass), all rough.
layers = [(t_i, 3.1, 0.5), (t_f, 1.5, 0.2)]


def attenuation_exponent(barriers):
    return sum(2 * d * np.sqrt(m * u / kinetic) for d, u, m in barriers)


def exact_transmission(barriers):
    wave_number = np.sqrt(MASS_SI * energy_0 / kinetic)
    state = np.array([1.0, 1j * wave_number / MASS_SI])
    for d, u, m in reversed(barriers):
        decay = np.sqrt(m * u / kinetic)
        c, s = np.cosh(decay * d), np.sinh(decay * d)
        state = np.array([[c, -m * s / decay], [-decay * s / m, c]]) @ state
    incident = (state[0] + state[1] * MASS_SI / (1j * wave_number)) / 2
    return 1 / abs(incident)**2


exponent = attenuation_exponent(layers)
thicker = [(1.1 * d, u, m) for d, u, m in layers]
ratio = exact_transmission(thicker) / exact_transmission(layers)
assert abs(-np.log(ratio) / (0.1 * exponent) - 1) < 0.01
attenuation = np.exp(-exponent)
mass_kg = MASS_SI * sc.m_e
energy_j = energy_0 * sc.e
force_n = force * 1e9 * sc.e
period = 2 * np.sqrt(2 * mass_kg * energy_j) / force_n
# The substitution z = z_turn*(1-u^2) removes the endpoint singularity.
z_turn = energy_j / force_n
period_numeric = 2 * quad(
    lambda u: 2 * z_turn * u / np.sqrt(2 * (energy_j * u**2) / mass_kg),
    1e-12, 1)[0]
assert abs(period_numeric / period - 1) < 1e-6
leakage = D_WORK * 1e-6 * attenuation / period
frequency = 1e6
loss = leakage / (v_total * 2 * np.pi * frequency * c_total * 1e-6)
BREAKDOWN = 10.0     # rough oxide breakdown field, MV/cm


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Ferroelectric thickness", t_f, "nm")
show("Oxide thickness", t_i, "nm")
show("Stack EOT", eot, "nm")
show("Oxide relative permittivity", K_OX)
show("EOT minus oxide thickness", eot - t_i, "nm")
show("Inferred ferroelectric relative permittivity", eps_f)
show("Total capacitance", c_total, "uF/cm2")
show("Oxide capacitance", c_oxide, "uF/cm2")
show("Ferroelectric capacitance", c_ferro, "uF/cm2")
show("Small-signal oxide voltage / total voltage", gain)
show("Rough spontaneous displacement", D_SPONT, "uC/cm2")
show("Working displacement", D_WORK, "uC/cm2")
show("Oxide voltage at work point", v_ox, "V")
show("Ferroelectric voltage at work point", v_f, "V")
show("Total stack voltage at work point", v_total, "V")
show("Ferroelectric field at work point", 10 * field_f, "MV/cm")
show("Inferred permittivity at work point", eps_work)
show("Critical ferroelectric thickness, uniform state", t_critical, "nm")
show("Permittivity slope with oxide thickness", slope, "per nm")
for trial in (t_i - 0.05, t_i + 0.05):
    show(f"Inferred permittivity if oxide is {trial:.2f} nm",
         infer_eps(eot, t_f, trial))
show("Ordinary ferroelectric / in-plane permittivity, rough", EPS_ORD)
show("EOT added by ordinary film", ordinary_addition, "nm")
show("Oxide thickness needed with ordinary film", thin_oxide, "nm")
show("Oxide permittivity needed at original thickness", high_k_oxide)
show("Domain onset wavevector without gradient energy", k_domain, "1/nm", 3)
show("Domain onset period without gradient energy", 2*np.pi/k_domain, "nm", 3)
show("Gradient length needed for uniform stability", xi_needed, "nm", 3)
show("Silicon relative permittivity", EPS_SI)
show("Silicon normal mass, rough", MASS_SI, "electron masses", 3)
show("Silicon field at work point", 10 * force, "MV/cm", 3)
show("Silicon ground level", energy_0, "eV", 3)
show("Silicon charge centroid", centroid, "nm", 3)
show("Centroid equivalent oxide thickness", centroid_eot, "nm", 3)
show("EOT deficit / centroid equivalent thickness", (t_i-eot)/centroid_eot, "", 3)
for name, (d, u, m) in zip(("Oxide", "Ferroelectric"), layers):
    print(f"{name} tunnel barrier, mass (rough): {u:.1f} eV, {m:.1f} electron masses")
show("Tunnelling attenuation exponent", exponent, "", 3)
show("Tunnelling attenuation factor", attenuation, "", 2)
show("Attempt period", period * 1e15, "fs", 3)
show("Estimated leakage", leakage, "A/cm2", 2)
show("Test frequency", frequency / 1e6, "MHz")
show("Leakage / capacitive current", loss, "", 2)
show("Oxide field at work point", 10 * field_ox, "MV/cm", 3)
show("Rough oxide breakdown field", BREAKDOWN, "MV/cm", 2)
show("Oxide field / rough breakdown field", 10 * field_ox / BREAKDOWN, "", 2)
print("all tests passed")
```

It prints:

```
Ferroelectric thickness: 2 nm
Oxide thickness: 0.8 nm
Stack EOT: 0.65 nm
Oxide relative permittivity: 3.9
EOT minus oxide thickness: -0.15 nm
Inferred ferroelectric relative permittivity: -52
Total capacitance: 5.313 uF/cm2
Oxide capacitance: 4.316 uF/cm2
Ferroelectric capacitance: -23.02 uF/cm2
Small-signal oxide voltage / total voltage: 1.231
Rough spontaneous displacement: 15 uC/cm2
Working displacement: 2 uC/cm2
Oxide voltage at work point: 0.4633 V
Ferroelectric voltage at work point: -0.08533 V
Total stack voltage at work point: 0.378 V
Ferroelectric field at work point: -0.4267 MV/cm
Inferred permittivity at work point: -54.93
Critical ferroelectric thickness, uniform state: 10.67 nm
Permittivity slope with oxide thickness: 346.7 per nm
Inferred permittivity if oxide is 0.75 nm: -78
Inferred permittivity if oxide is 0.85 nm: -39
Ordinary ferroelectric / in-plane permittivity, rough: 30
EOT added by ordinary film: 0.26 nm
Oxide thickness needed with ordinary film: 0.39 nm
Oxide permittivity needed at original thickness: 8
Domain onset wavevector without gradient energy: 0.932 1/nm
Domain onset period without gradient energy: 6.74 nm
Gradient length needed for uniform stability: 0.512 nm
Silicon relative permittivity: 11.7
Silicon normal mass, rough: 0.916 electron masses
Silicon field at work point: 1.93 MV/cm
Silicon ground level: 0.271 eV
Silicon charge centroid: 0.934 nm
Centroid equivalent oxide thickness: 0.311 nm
EOT deficit / centroid equivalent thickness: 0.482
Oxide tunnel barrier, mass (rough): 3.1 eV, 0.5 electron masses
Ferroelectric tunnel barrier, mass (rough): 1.5 eV, 0.2 electron masses
Tunnelling attenuation exponent: 21.4
Tunnelling attenuation factor: 4.9e-10
Attempt period: 17.4 fs
Estimated leakage: 0.057 A/cm2
Test frequency: 1 MHz
Leakage / capacitive current: 0.0045
Oxide field at work point: 5.79 MV/cm
Rough oxide breakdown field: 10 MV/cm
Oxide field / rough breakdown field: 0.58
all tests passed
```
